# Electron mass shift and early response in Lee-Wick electrodynamics

## Problem

In Lee-Wick electrodynamics the photon propagator is $-ig_{\mu\nu}D(k^2)$ with

$$D(k^2)=\frac1{k^2}-\frac1{k^2-M^2}.$$

The second term describes a heavy photon whose residue has the wrong sign. Use $\hbar=c=1$, metric $(+,-,-,-)$ and $e^2=4\pi\alpha$, where $m$ and $\alpha$ are the physical electron mass and coupling.

**(a)** Find the electron mass shift $\delta m$ at order $\alpha$, and its limits for $M\gg m$ and $M\ll m$.

**(b)** Does the wrong-sign residue by itself make the field respond before its source acts? If not, what else is needed, and which times characterize the early response? Include the renormalized one-loop vacuum polarization of the electron,

$$\Pi(s)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\left[1-x(1-x)\frac{s}{m^2}\right],\qquad s=k^2,$$

which changes the inverse propagator from $1/D$ to $1/D-s\Pi(s)$.

**(c)** Evaluate the results for the round model value $M=1000\,m$.

## Hints

1. Count powers of $k$ in the self-energy. Then write $D$ as an integral over a squared propagator, so that every later integral converges.
2. On shell, the integral of $k^\mu$ times a scalar function can point only along $p^\mu$.
3. For (b), first find the retarded response with $\Pi=0$.
4. With $\Pi\neq0$, find the sign of $\mathrm{Im}\,\Pi$ for $\mathrm{Im}\,s>0$. Ask whether the inverse propagator can vanish there, for each sign of the residue.
5. A pole in the upper half of the frequency plane contributes to the Fourier integral at negative times.

## Solution

### (a) The mass shift

**Convergence.** Combining the two terms gives $D=-M^2/[k^2(k^2-M^2)]$, which falls as $k^{-4}$. The self-energy integrand has $d^4k\sim k^4$, a numerator $\sim k$, an electron denominator $\sim k^2$ and this $D$. The total power is $4+1-2-4=-1$, so the integral converges.

**Reduction on shell.** Let $-i\Sigma$ be the self-energy diagram. The electron propagator $i/(\not p-m_0-\Sigma)$ has its pole at $m=m_0+\delta m$, with $\delta m=\Sigma$ at $\not p=m$ to order $\alpha$. The diagram is

$$-i\Sigma=(-ie)^2\int\!\frac{d^4k}{(2\pi)^4}\,\gamma^\mu\frac{i(\not p-\not k+m)}{(p-k)^2-m^2}\gamma_\mu\,(-i)D(k^2).$$

A term $k_\mu k_\nu$ in the propagator would not matter. On a spinor with $\not p u=m u$ one has $\not k u=-(\not p-\not k-m)u$, which cancels the electron propagator and leaves an integrand odd in $k$.

Since $(-ie)^2\,i(-i)=-e^2$, dividing by $-i$ gives the prefactor $-ie^2$. With $\gamma^\mu\gamma_\mu=4$ and $\gamma^\mu\not a\gamma_\mu=-2\not a$, the numerator is $-2(\not p-\not k)+4m$. By Hint 2, $\not k\to(k\cdot p/m^2)\not p=k\cdot p/m$, so

$$\delta m=-ie^2\int\!\frac{d^4k}{(2\pi)^4}\,\frac{2m+2k\cdot p/m}{k^2-2p\cdot k}\,D(k^2).$$

**Feynman parameter.** Use

$$D=-\int_0^{M^2}\!\frac{d\lambda}{(k^2-\lambda)^2},\qquad \frac1{AB^2}=\int_0^1\!\frac{2x\,dx}{[xB+(1-x)A]^3},$$

with $A=k^2-2p\cdot k$ and $B=k^2-\lambda$. Setting $k=\ell+(1-x)p$ completes the square:

$$xB+(1-x)A=\ell^2-\Delta,\qquad \Delta=(1-x)^2m^2+x\lambda.$$

The numerator becomes $2m+2(1-x)m=2m(2-x)$, plus a term odd in $\ell$ that integrates to zero. Rotating $\ell^0=iL_4$ gives $d^4\ell=i\,d^4L$ and $\ell^2=-L^2$. With $d^4L\to2\pi^2L^3dL$,

$$\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}=-\frac{i}{8\pi^2}\int_0^\infty\!\frac{L^3dL}{(L^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}.$$

The phases multiply to $(-i)(-1)(-i)=1$, and the factors to $2\cdot2/32=1/8$. Hence

$$\delta m=\frac{e^2m}{8\pi^2}\int_0^1\!dx\,(2-x)\int_0^{M^2}\!\frac{x\,d\lambda}{(1-x)^2m^2+x\lambda}.$$

The $\lambda$ integral is a logarithm, and $e^2/8\pi^2=\alpha/2\pi$:

$$\boxed{\delta m=\frac{\alpha m}{2\pi}\int_0^1dx\,(2-x)\ln\!\left[1+\frac{xM^2}{(1-x)^2m^2}\right]}$$

The integrand is positive, so the bare mass $m_0=m-\delta m$ lies below $m$.

**Heavy photon, $M\gg m$.** The 1 in the logarithm matters only for $x\lesssim m^2/M^2$, a region whose contribution vanishes in the limit. The remaining integrals are

$$\int_0^1(2-x)dx=\tfrac32,\quad \int_0^1(2-x)\ln x\,dx=-\tfrac74,\quad \int_0^1(2-x)\ln(1-x)dx=-\tfrac54.$$

The constant is $-\frac74+\frac52=\frac34$, so

$$\delta m\to\frac{3\alpha m}{4\pi}\left[\ln\frac{M^2}{m^2}+\frac12\right].$$

The shift is finite at fixed $M$, but grows logarithmically if $M$ is sent to infinity.

**Light photon, $M\ll m$.** Put $r=M/m$ and $1-x=ru$. The region $1-x\sim r$, where $u$ is of order one, dominates. There $2-x\to1$, and

$$\delta m\to\frac{\alpha m}{2\pi}\,r\int_0^\infty\!du\,\ln\!\left(1+\frac1{u^2}\right)=\frac{\alpha m}{2\pi}\,\pi r=\frac{\alpha M}{2}.$$

Integration by parts turns the integral into $\int_0^\infty 2\,du/(1+u^2)=\pi$. This is the classical self-energy. The static interaction energy of two unit charges is $\alpha(1-e^{-Mr'})/r'$ at distance $r'$. It tends to $\alpha M$ at $r'=0$, and the self-energy is half of that.

### (b) Causality

**The free field is causal.** For a mode of wave vector $\mathbf q$, the response to a source $j$ is $A(\omega)=-D(s)\,j(\omega)$ with $s=(\omega+i0)^2-q^2$. For a massless photon this solves $\ddot A+q^2A=j$. With $\Pi=0$ and $E=\sqrt{q^2+M^2}$, the response to an impulse at $t=0$ is

$$G(t)=\theta(t)\left[\frac{\sin qt}{q}-\frac{\sin Et}{E}\right].$$

It vanishes before the impulse, and for $q\neq0$ it stays bounded afterwards. The wrong-sign residue alone therefore does not violate causality.

**Decay moves the poles.** Since $1/D=s(1-s/M^2)$, the corrected inverse propagator is

$$s\,f(s),\qquad f(s)=1-\frac{s}{M^2}-\Pi(s).$$

For $\mathrm{Im}\,s>0$, the argument of the logarithm in $\Pi$ has a negative imaginary part, so $\mathrm{Im}\,\Pi<0$. Just above the cut $s>4m^2$ the logarithm has imaginary part $-\pi$ where $1-x(1-x)s/m^2<0$, that is for $|2x-1|<\beta$ with $\beta=\sqrt{1-4m^2/s}$. Thus

$$\mathrm{Im}\,\Pi=-2\alpha\int_{(1-\beta)/2}^{(1+\beta)/2}\!x(1-x)dx=-\frac{\alpha}{2}\beta\left(1-\frac{\beta^2}3\right)=-\frac{\alpha}{3}\beta\left(1+\frac{2m^2}{s}\right).$$

Now compare the two signs of the residue in the half-plane $\mathrm{Im}\,s>0$.

- An ordinary heavy photon has inverse propagator $s(1-\Pi)-M^2$. A zero needs $1-\Pi=M^2/s$. The left side has a positive imaginary part and the right side a negative one, so no zero exists.
- The Lee-Wick photon needs $1-\Pi=s/M^2$. Both imaginary parts are positive, and a zero is allowed. For $M\gg m$ and small $\alpha$ it lies at

$$s_*\simeq M^2\left[1-\mathrm{Re}\,\Pi(M^2)+\frac{i\alpha}{3}\right].$$

Because $\Pi(s^*)=[\Pi(s)]^*$, the conjugate point is also a zero. The sign of the residue thus decides whether a decaying heavy photon has poles at complex $s$ on this physical sheet. The argument does not cover the negative real $s$ axis. There the ordinary photon has the Landau zero of one-loop QED, where $\Pi\simeq1$, at $\ln(-s/m^2)\simeq3\pi/\alpha+5/3\approx1293$, far beyond any scale considered here. For $M=1000\,m$ the Lee-Wick $f$ stays positive on that axis.

**Causal or bounded, but not both.** The upper half $\omega$-plane maps onto the physical sheet, so the two zeros become poles at $\omega_*=\Omega+i\gamma$ and $-\omega_*^*$. At $q=0$, $2\Omega\gamma=\mathrm{Im}\,s_*$ gives

$$\gamma\simeq\frac{\alpha M}{6}=\frac{\Gamma}{2},\qquad\Gamma\simeq\frac{\alpha M}{3}.$$

Consider the Fourier integral $\int\frac{d\omega}{2\pi}(-D)e^{-i\omega t}$, where $D$ now means $1/(sf)$. Near the zero, $D\simeq R/(s-s_*)\simeq R/[2\omega_*(\omega-\omega_*)]$, with $R=1/[s_*f'(s_*)]\simeq-1$. For $t<0$ the real-axis contour closes in the upper half-plane. The second pole contributes minus the complex conjugate of the first, so

$$G(t<0)=-i\left[\frac{Re^{-i\omega_*t}}{2\omega_*}-\text{c.c.}\right]=\mathrm{Im}\,\frac{R\,e^{-i\omega_*t}}{\omega_*}\simeq e^{-\gamma|t|}\,\frac{\sin\Omega t}{\Omega}.$$

This response starts before the impulse. Its amplitude is not suppressed by $\alpha$; the coupling sets its duration. As $\alpha\to0$ it becomes $\theta(-t)\sin(Mt)/M$, the advanced solution for the heavy photon, rather than the retarded one found at $\Pi=0$.

A contour above both poles gives a response that vanishes for $t<0$. It differs from the real-axis one by minus the pole term, $-\mathrm{Im}[Re^{-i\omega_*t}/\omega_*]$, which grows as $e^{\gamma t}$ after the impulse. The Lee-Wick choice rejects this runaway and accepts the early response.

**The two times.** At $q=0$ the early response oscillates on the time $1/M$, with period $2\pi/\Omega$. Its amplitude, however, extends back over $1/\gamma=2/\Gamma\simeq6/(\alpha M)$. Both times scale as $1/M$ at fixed $\alpha$, but the second is longer by $6/\alpha$. For $q\neq0$, $\omega_*^2=s_*+q^2$ gives $\Omega\simeq E$ and $\gamma\simeq\alpha M^2/6E$, so the oscillation is faster and the advance is longer by the factor $E/M$. "Acausal on times $1/M$" is correct for the oscillation and not for the duration.

### (c) Numbers for $M=1000\,m$

With $m=511.0$ keV, the heavy mass is $M=511.0$ MeV. The parameter integral gives $\delta m/m=0.02494$, so

$$\delta m=0.02494\times511.0\ \text{keV}=12.7\ \text{keV}.$$

A direct integration over Euclidean loop momentum, without Feynman parameters, gives the same ratio to the digits quoted. At $M=0.001\,m$ the integral gives $3.647\times10^{-6}$, against $3.649\times10^{-6}$ from $\alpha M/2$.

The complex zero is at $s_*/M^2=0.9906+0.00243\,i$, hence $\Omega=0.9953\,M$ and

$$\frac{\gamma}{M}=\frac{0.002431}{2\times0.9953}=1.221\times10^{-3}.$$

The estimate $\alpha/6=1.216\times10^{-3}$ is slightly lower, mainly because it sets $\Omega=M$. A winding-number count in the upper half $\omega$-plane, within $|\omega|<3M$, finds two zeros for the wrong-sign residue and none for the right-sign one.

The time $1/M$ is $1.29\times10^{-24}$ s. The early response extends over $1/\gamma=819/M=1.05\times10^{-21}$ s.

These values belong to a model with electron loops alone. At this $M$ a real heavy photon could also decay into muon pairs, which would enlarge $\Gamma$ and shorten the advance. The propagator also leaves the electron loop in $\Pi$ as divergent as before, so charge renormalization is still required.

## Variation 1: a pulse of finite duration

*Replace the impulse by $j(t)=e^{-t^2/2\tau^2}/(\sqrt{2\pi}\,\tau)$. When is the early response appreciable?*

For $t$ many $\tau$ before the pulse centre, and also $|t|>M\tau^2$ so that the tail of the pulse, of order $e^{-t^2/2\tau^2}$, is smaller than the pole term, of order $e^{-M^2\tau^2/2}$, superpose the impulse responses $G(t-t')$. The integral $\int dt'\,j(t')e^{i\omega_*t'}=e^{-\omega_*^2\tau^2/2}$ gives

$$A(t)\simeq\mathrm{Im}\,\frac{R\,e^{-i\omega_*t}}{\omega_*}\,e^{-\omega_*^2\tau^2/2}.$$

The source must vary on the time $1/M$ to excite the early response strongly. For $\tau=0.5/M$ the factor has magnitude $e^{-0.9906\times0.125}=0.88$. For $\tau=4/M$ it is $e^{-0.9906\times8}=3.6\times10^{-4}$.

For the short pulse at $q=0$, direct Fourier quadrature gives $MA=0.882$ at $Mt=-11$ and $0.207$ at $Mt=-820$, in agreement with the pole formula. These values contain the phase of the oscillation as well as the envelope. The massless pole $1/s$ was subtracted, since its retarded response is negligible so long before the pulse.

After the pulse the massless pole is not negligible. At $q=0$ its retarded response is $A=t$, the limit of $\sin qt/q$, which is the same on both contours and grows only linearly. The next two late-time values are for $D-1/s$, with this common part ($MA=3000$ at $Mt=3000$) left out. On the contour above the poles, the response at $Mt=-11$ vanishes to numerical accuracy, but at $Mt=3000$ the subtracted response has reached $-34.1$ in units of $1/M$. On the real-axis contour it is then $0.07$. A right-sign heavy photon shows no response at $Mt=-11$ to numerical accuracy, and $-0.873$ at $Mt=+11$.

## Variation 2: a heavy photon below the pair threshold

*What changes for $M=m$?*

The mass shift remains finite: $\delta m/m=2.579\times10^{-3}$, or $1.32$ keV.

Since $|\Pi|\ll1$ near $s=M^2$, the zero of $f$ stays close to $M^2$. There $s<4m^2$, the logarithm is real, and the zero is real too: $s_*=1.00017\,m^2$. The poles in $\omega$ are then real. The retarded prescription passes above them and gives a response that is causal and does not grow exponentially, although the residue still has the wrong sign.

What must lie below $4m^2$ is the shifted zero, not $M^2$ itself: at $M=1.999\,m$ the zero is already complex, $s_*=(4.0042+0.00047\,i)\,m^2$. This conclusion holds for the one-loop $\Pi$ used here. Decay into light photons alone has no threshold at $2m$ and is not contained in this $\Pi$, so the calculation does not settle what happens at higher order.

## Calculated quantities

```
fine-structure constant alpha = 0.00729735
electron mass m = 510.999 keV
heavy-photon mass M = 1000 m = 510.999 MeV
mass shift dm/m: parameter integral | direct loop integral
  M/m =    0.001: 3.646936e-06 | 3.646935e-06
  M/m =    1.000: 2.579141e-03 | 2.579141e-03
  M/m =   10.000: 8.987255e-03 | 8.987255e-03
  M/m = 1000.000: 2.493929e-02 | 2.493929e-02
large-M formula at M = 1000 m: dm/m = 2.493926e-02
small-M formula alpha M/2 at M = 0.001 m: dm/m = 3.648676e-06
mass shift at M = 1000 m: dm = 12.7440 keV
physical-sheet zeros, wrong-sign residue: 2.0000
physical-sheet zeros, right-sign residue: 0.0000
pole s*/M^2 = 0.990601 + 0.002431 i
pole frequency Omega/M = 0.995290
growth rate gamma/M = 1.221027e-03
leading estimate alpha/6 = 1.216225e-03
residue R = -1.00869 + (0.00247) i
for M = m the pole is real: s*/m^2 = 1.000174
time 1/M = 1.2881e-24 s
advance time 1/gamma = 2/Gamma = 819.0 /M
advance time 1/gamma = 1.0549e-21 s
bounded response M*A before a pulse, tau = 0.5/M: quadrature | pole
  M t =   -11: +0.882323 | +0.882323
  M t =   -99: +0.721102 | +0.721102
  M t =  -820: +0.206934 | +0.206934
slow pulse tau = 4/M, M t = -61: +2.8616e-04 | +2.8616e-04
slow-pulse suppression factor = 3.6166e-04
causal contour, M t = -11: |M*A| = 2.8e-13
causal contour, M t = 3000: M*A = -34.0659
bounded contour, M t = 3000: M*A = +0.0746
runaway pole term, M t = 3000: -34.1406
growth factor exp(gamma t), M t = 3000: 38.981
right-sign control, M t = -11: |M*A| = 1.4e-14
right-sign control, M t = +11: M*A = -0.872923
```
